\section*{Friedel's sum rule derived by level counting and by local charge}

\section{The screening length that a stopping calculation needs}

One way to calculate how quickly a slow proton loses energy in a metal film is to treat the conduction electrons as scattered by the proton's screened potential. That potential must then be chosen. Suppose the potential is a screened Coulomb potential with one free parameter, the screening length. A value from linear screening theory is convenient, but a proton is not a weak disturbance. The choice can instead be tied to a condition on the scattering itself: the electrons drawn towards the ion must neutralize its charge.

The condition is a relation between charge and phase shifts at the Fermi wave number $k_F$,
\begin{equation}
N=\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l(k_F),\qquad N=Z. \label{rule}
\end{equation}
The two equalities have different origins. The first counts the displaced electrons $N$, bound ones included, for any suitable potential. The second is electrostatics: it holds when the potential screens an ion of charge $Ze$.

\section{Setting and phase convention}

Hartree atomic units are used in the derivations, so energy is $E=k^2/2$. The ion is at rest in a uniform electron gas at zero temperature, with equal spin populations and a rigid positive background. Electrons move independently in a central mean-field potential energy $V(r)$, no more singular than $1/r$ at the origin. First let $V$ vanish beyond some radius; an exponential tail is reached by moving that radius outwards. The regular radial function $u$ satisfies
\begin{equation}
u''+\left[k^2-2V-\frac{l(l+1)}{r^2}\right]u=0,\qquad u(0)=0. \label{radial}
\end{equation}
Primes on $u$ denote $r$ derivatives.

Outside $V$, two free solutions are $J=kr\,j_l(kr)$ and $Y=kr\,y_l(kr)$, with $j_l$ and $y_l$ the spherical Bessel functions. Write
\begin{equation}
J=M\sin\varphi,\quad -Y=M\cos\varphi,\quad M^2\varphi'=k.
\end{equation}
The last relation is the constant Wronskian of $J$ and $-Y$, evaluated at large $r$. Hence $\varphi$ rises steadily, from zero at the origin to $kr-l\pi/2$ at large $r$. With unit amplitude, the outer wave is
\begin{equation}
u=\cos\delta_l\,J-\sin\delta_l\,Y=M\sin\theta,\qquad \theta=\varphi+\delta_l. \label{outer}
\end{equation}

This fixes $\delta_l$ only up to a multiple of $\pi$. The multiple is chosen so that the number of nodes of $u$ between the origin and a large $R$ is $\lfloor\theta(R)/\pi\rfloor$, the integer part. The choice does not depend on $R$, because $\theta$ rises through a multiple of $\pi$ at each further node. Phases defined in this way will be called absolute.

One identity serves both derivations. Differentiate \eqref{radial} with respect to $k$, multiply by $u$, and subtract the result from $\partial_k u$ times \eqref{radial}. The potential terms cancel, leaving
\begin{equation}
\frac{d}{dr}\left(u'\partial_k u-u\,\partial_k u'\right)=2k\,u^2.
\end{equation}
The bracket vanishes at the origin, so
\begin{equation}
\int_0^R u^2\,dr=\frac{1}{2k}\left[u'\partial_k u-u\,\partial_k u'\right]_{r=R}. \label{wronskian}
\end{equation}

\section{First derivation: counting levels in a sphere}

Enclose the system in a hard sphere of large radius $R$. An energy is allowed if $u(R)=0$. To count the levels below a given energy, follow a node at $r=s(E)$. Since $dE=k\,dk$, identity \eqref{wronskian} at the node reads $u'\partial_Eu=2\int_0^s u^2dr$. Differentiating $u(s(E),E)=0$ then gives
\begin{equation}
\frac{ds}{dE}=-\frac{\partial_E u}{u'}
=-\frac{2}{[u'(s)]^2}\int_0^s u^2\,dr<0.
\end{equation}
Nodes move inwards as energy rises. At sufficiently negative energy there are none. Each level brings one new node through the wall, and no node is lost. The number of levels below $E$, those with negative energy included, is therefore the number of nodes inside the sphere at energy $E$.

Keep the Fermi energy fixed by a reservoir. At $k=k_F$ the ion changes the number of occupied radial levels by
\begin{equation}
\Delta\nu_l=\left\lfloor\frac{\varphi+\delta_l}{\pi}\right\rfloor
-\left\lfloor\frac{\varphi}{\pi}\right\rfloor .
\end{equation}
This integer jumps as $R$ varies, because levels cross the Fermi energy. Average over an interval $\pi/k_F$ of $R$. At large $R$ the angle $\varphi$ then advances uniformly by $\pi$. Writing $\lfloor x\rfloor=x-\{x\}$, with $\{x\}$ the fractional part, we find that both fractional parts average to $1/2$. They cancel, so
\begin{equation}
\overline{\Delta\nu_l}=\frac{\delta_l(k_F)}{\pi}.
\end{equation}
Each radial level holds $2(2l+1)$ electrons: two spins and $2l+1$ orientations. Multiplication and summation over $l$ give the first equality in \eqref{rule}. The sum converges for a short-ranged potential because high partial waves hardly enter it.

\section{Second derivation: charge around the ion}

This time no wall is used, and the density is integrated out to radius $R$. First the continuum states need their weight. In an auxiliary, much larger sphere of radius $L$, neighbouring wave numbers are $\pi/L$ apart and $u^2$ must be multiplied by $2/L$ for unit norm. The sum over levels thus becomes $(2/\pi)\int dk\,u^2$. Corrections from $d\delta_l/dk$ enter the level spacing and the norm equally and cancel in this product.

Now evaluate \eqref{wronskian} with $u=M\sin\theta$. The derivative $\partial_ku$ contains the term $M\cos\theta\,d\delta_l/dk$. Its contribution to the bracket is
\begin{equation}
\frac{d\delta_l}{dk}\left[(M\sin\theta)'M\cos\theta-M\sin\theta(M\cos\theta)'\right]
=\frac{d\delta_l}{dk}M^2\varphi'=k\frac{d\delta_l}{dk}.
\end{equation}
After division by $2k$ this gives $\tfrac12d\delta_l/dk$. For the remainder, $\delta_l$ is held fixed. At large $kR$ set $M=1$ and $\varphi=kR-l\pi/2$. Then $u'=k\cos\theta$, $\partial_ku=R\cos\theta$ and $\partial_ku'=\cos\theta-kR\sin\theta$, so the remainder is
\begin{equation}
\frac{1}{2k}\left(kR-\sin\theta\cos\theta\right)=\frac R2-\frac{\sin2\theta}{4k}.
\end{equation}
Subtract the same expression for the free wave $u_0$, for which $\theta=\varphi$. The terms $R/2$ cancel. With $\sin(2\varphi+2\delta_l)-\sin2\varphi=2\sin\delta_l\cos(2\varphi+\delta_l)$ this leaves
\begin{equation}
\int_0^R(u^2-u_0^2)\,dr=\frac12\frac{d\delta_l}{dk}
-\frac{(-1)^l\sin\delta_l\cos(2kR+\delta_l)}{2k}. \label{local}
\end{equation}
For $l=0$ this is exact outside the potential. For $l>0$ the large-distance forms of $M$ and $\varphi$ add corrections to the oscillating term, smaller by a factor of order $l(l+1)/(kR)$.

Multiply by $2(2l+1)(2/\pi)$ and integrate from zero to $k_F$. The first term gives
\begin{equation}
N_l^{\rm cont}=\frac{2}{\pi}(2l+1)\left[\delta_l(k_F)-\delta_l(0)\right]. \label{cont}
\end{equation}
The oscillating term is integrated by parts, and its upper limit gives, to leading order in $1/R$,
\begin{equation}
N_{\rm osc}(R)=-\sum_l\frac{(2l+1)(-1)^l}{\pi k_FR}
\sin\delta_l\,\sin(2k_FR+\delta_l), \label{osc}
\end{equation}
with phases taken at $k_F$. It vanishes as $R\to\infty$.

The lower limit $\delta_l(0)$ remains. At zero energy the outer solution is $Cr^{l+1}-Dr^{-l}$. Matching to the small-argument forms of $J$ and $Y$ gives
\begin{equation}
\tan\delta_l\simeq-\frac{D}{C}\,
\frac{k^{2l+1}}{(2l+1)!!\,(2l-1)!!}.
\end{equation}
If $C\ne0$, then $\delta_l(0)=m\pi$ with $m$ an integer. In that case $\sin\delta_l/k$ stays finite and $\sin(2kR+\delta_l)$ vanishes at $k=0$, so the lower limit of the integration by parts adds nothing to \eqref{osc} at order $1/R$. Close to $k=0$,
\begin{equation}
\theta(R)-m\pi\simeq\frac{k^{2l+1}}{(2l+1)!!(2l-1)!!}
\left(R^{2l+1}-\frac DC\right),
\end{equation}
which is positive for large $R$. The zero-energy solution therefore has $m$ nodes, and by the node count above there are $m=n_l$ bound radial levels. They hold $2(2l+1)n_l$ electrons. This is exactly what \eqref{cont} subtracts through $\delta_l(0)=\pi n_l$. Adding bound and continuum charge gives the first equality in \eqref{rule}.

The derivative of \eqref{osc}, divided by $4\pi r^2$, gives the density change far from the ion:
\begin{equation}
\Delta n(r)\simeq-\sum_l\frac{(2l+1)(-1)^l}{2\pi^2r^3}
\sin\delta_l\cos(2k_Fr+\delta_l).
\end{equation}
These are the Friedel oscillations. They make the enclosed charge approach its limit slowly.

\section{What each derivation assumes}

Both derivations assume independent electrons in a central potential, a sharp Fermi surface and no spin dependence. With spin-dependent phases, the factor $2$ is replaced by a sum over spins. Neither works for an unscreened Coulomb tail, for which the wave never settles to \eqref{outer}.

The level count needs an average over the sphere radius. In return it uses the phase at $k_F$ alone, and it needs no separate treatment of bound states. It even covers an $s$ level exactly at threshold, where $C=0$. Its weakness is that it gives the total change inside the sphere without showing that the charge lies near the ion.

The local calculation supplies that information and the rate of convergence. It needs the low-energy phases and, as written, the condition $C\ne0$. Across a threshold a bound pair of electrons disappears while $-(2/\pi)\delta_0(0)$ rises by two, so the total is continuous. Exactly at threshold $\delta_0(0)$ is an odd multiple of $\pi/2$, so \eqref{cont} subtracts one electron more than the bound levels hold. The oscillating term of \eqref{local} no longer vanishes there: near $k=0$ it contributes $(2/\pi)\int\sin(2kR)\,dk/k\to1$ and returns that electron.

Neither derivation has used the ion charge. Gauss's law brings it in: if the electric field falls off faster than $1/r^2$, the net charge inside a large sphere tends to zero, and $N=Z$. At zero temperature, a self-consistent potential itself has an oscillating tail of order $r^{-3}$, so cutting it off is then a further limiting step. The exponential potentials used below avoid this step and are models.

\section{Weak scattering}

For a weak potential the Wronskian of $u$ and $J$ gives $\sin\delta_l=-(2/k)\int V\,uJ\,dr$. To first order, $u$ is replaced by $J$:
\begin{equation}
\delta_l\simeq-2k\int_0^\infty V r^2j_l^2(kr)\,dr.
\end{equation}
Averaging the squared modulus of a plane wave over angles gives $\sum_l(2l+1)j_l^2=1$. Therefore
\begin{equation}
N\simeq-\frac{4k_F}{\pi}\int_0^\infty Vr^2\,dr.
\end{equation}
For $V=-(Z/r)e^{-\mu r}$ the integral is $-Z/\mu^2$, so $N=Z$ requires $\mu^2=4k_F/\pi$. This is Thomas--Fermi screening. For $Z=0.01$ at the density used below, the numerically neutral $\mu$ exceeds this value by 0.12\%.

\section{From phases to stopping}

Stopping depends on momentum transfer. The scattering amplitude is
\begin{equation}
f(\vartheta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\vartheta),
\end{equation}
and the transport cross-section $\sigma_{\rm tr}$ is the integral of $|f|^2(1-\cos\vartheta)$ over solid angle. Orthogonality of the $P_l$ gives the part without $\cos\vartheta$. The factor $\cos\vartheta$ couples neighbouring $l$, with $\int_{-1}^1xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$. With $s_l=\sin\delta_l$,
\begin{align}
\sigma_{\rm tr}&=\frac{4\pi}{k^2}\sum_l\left[(2l+1)s_l^2
-2(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\right]\nonumber\\
&=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \label{transport}
\end{align}
The second line uses $\sum_l(2l+1)s_l^2=\sum_l(l+1)(s_l^2+s_{l+1}^2)$. The resulting bracket is $|e^{i\delta_l}s_l-e^{i\delta_{l+1}}s_{l+1}|^2$. Since $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/(2i)$, it equals $\sin^2(\delta_l-\delta_{l+1})$.

In the frame of a heavy ion moving at speed $v$, the Fermi sphere is shifted by $-\mathbf v$. Electrons of wave vector $\mathbf w$ and unit density have flux $w$ and transfer momentum to the ion at the rate $w\sigma_{\rm tr}\mathbf w$. With both spins, there are $d^3w/(4\pi^3)$ states per unit volume. Exclusion factors cancel between each elastic collision and its reverse. To first order in $v$ the occupation changes by $-v\cos\alpha\,\delta(w-k_F)$, where $\alpha$ is the angle between $\mathbf w$ and $\mathbf v$. The drag, or energy loss per unit length, is
\begin{equation}
S=\frac{v}{4\pi^3}\int d^3w\,w^2\sigma_{\rm tr}\cos^2\alpha\,\delta(w-k_F)
=\frac{vk_F^4\sigma_{\rm tr}}{3\pi^2}=n\,v\,k_F\,\sigma_{\rm tr}(k_F),
\end{equation}
because $n=k_F^3/(3\pi^2)$.

\section{A 400 eV proton in a free-electron metal}

Take $n=180\,\mathrm{nm^{-3}}$. Then $k_F=17.468\,\mathrm{nm^{-1}}$, the Fermi energy is $E_F=11.625$ eV and the proton speed is $0.1369$ of the Fermi speed. Equation \eqref{radial} was integrated by the Numerov method for $l\le10$, and $\mu$ was varied until $N=1$. The Yukawa potential requires $\mu=1.240$ bohr$^{-1}$, a screening length of $0.0427$ nm. The phases at $k_F$ and their terms in \eqref{rule} are:

\begin{center}
\begin{tabular}{ccc}
$l$ & $\delta_l$ (rad) & electrons\\
0 & 0.9407 & 0.5989\\
1 & 0.1388 & 0.2650\\
2 & 0.0287 & 0.0914\\
3 & 0.0068 & 0.0304\\
4 & 0.0017 & 0.0098
\end{tabular}
\end{center}

Waves with $l=5$ to $10$ supply the remaining $0.0045$. The $s$ wave carries 60\% of the charge. In \eqref{transport} the first two terms are $\sin^2(0.8019)=0.516$ and $2\sin^2(0.1101)=0.024$; with the rest the sum is $0.542$. Thus
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{(17.468)^2}\times0.542\;\mathrm{nm^2}
=0.0223\;\mathrm{nm^2}.
\end{equation}
The energy $vk_F$ is $2(v/k_F)E_F=2\times0.1369\times11.625=3.183$ eV, so
\begin{equation}
S=180\times0.02233\times3.183\simeq12.8\;\mathrm{eV/nm}.
\end{equation}

With the Thomas--Fermi value $\mu=1.085$ bohr$^{-1}$, the phases give $N=1.27$, an excess of 27\% over the proton charge, and $S=14.9$ eV/nm. Yet the cloud implied by Poisson's equation for a Yukawa potential contains charge $Z$ for every $\mu$. The sum rule exposes this mismatch between electrostatics and scattering.

Neutrality does not settle the stopping power, however. The potential $-(Z/r)(1+\mu r/2)e^{-\mu r}$ describes an ion with an exponential cloud. It satisfies $N=1$ at $\mu=1.798$ bohr$^{-1}$ and gives $S=15.1$ eV/nm, 18\% above the neutral Yukawa result. The non-neutral Thomas--Fermi result lies between the two. The rule fixes a weighted sum of phases, whereas stopping depends on their differences.

The neutral Yukawa potential is also close to binding an electron. Its $s$-wave scattering length is $-1.41$ nm, far longer than its screening length. For $Z=1$, as $\mu$ rises from $1.18$ to $1.20$ bohr$^{-1}$, the $s$ phase at $k=10^{-4}$ bohr$^{-1}$ falls from $0.996\pi$ to $0.005\pi$: the bound level has gone. Over the same range $N$ changes only from $1.092$ to $1.060$, as the continuity argument requires.

The slow convergence with radius can be seen for a neutral $Z=2$ Yukawa potential, $\mu=1.329$ bohr$^{-1}$, which has one bound $s$ level. Direct integration of the density over $r$ and $k$, plus the two bound electrons, gives $1.991$ electrons within 40 bohr. At eleven radii from 30 to 40 bohr the difference from two reaches $0.013$; subtracting \eqref{osc} reduces the largest difference to $0.0003$.

The chosen density is roughly that of the conduction electrons in aluminium. With the potential held fixed, integrating the drag at finite speed lowers the Yukawa result by 0.55\%. At 300 K the thermal energy is only $0.0022E_F$. A free electron at the Fermi surface can gain at most 7.2 eV in one collision, far below the roughly 70 eV binding of the shallowest aluminium core level. This limit does not apply to bound electrons, so it does not exclude core excitation, which is left out here. Collisions with nuclei add a loss that can be estimated. Classical orbits in a singly exponential screened potential, with screening length 0.38 bohr, nuclear charge 13, mass 27 atomic mass units and 60 atoms per $\mathrm{nm^3}$, give about 2.8 eV/nm. Added to the neutral Yukawa result, this makes a mean total loss of about 16 eV/nm; with the exponential-cloud potential it would be about 18 eV/nm. The nuclear part is an average over all impact parameters and comes mostly from large deflections, so protons that leave a thin film close to their original direction lose less to nuclei. A real film also has a crystal lattice and may carry a surface oxide, whose band gap invalidates the free-electron model there. Those effects, and exchange and correlation, are not included in these numbers.
